# Dimerization and field-induced gaps of the spin-1/2 chain: verification in Python

```python
# Result under test: for the spin-1/2 chain with exchange J = 1 and second-neighbour
# exchange J2 at its critical value, dimerization delta and staggered field h have
# scaling dimension 1/2. Hence gap = B g^(2/3) and energy gain per site
# A g^(4/3) + R g^2 for g = delta or h, where R g^2 is the regular correction.
# Consequences: lattice dimerization (4A/3K')^(3/2) with K' = K - 2R for elastic
# energy K delta^2/2, and a gap proportional to H^(2/3) when a uniform field H
# induces a staggered field through a staggered Dzyaloshinskii-Moriya term D.
# Symbols: L ring length, v velocity, x scaling dimension, y marginal coupling.
from functools import lru_cache
import numpy as np
import scipy.sparse as sp
from scipy.sparse.linalg import eigsh
from scipy.optimize import minimize_scalar
from scipy.integrate import solve_ivp
from scipy import constants as const


def exchange(states, L, distance, weights):
    """Sum of weights[i] * S_i.S_(i+distance) on a ring, in the given basis."""
    n = len(states)
    diagonal = np.zeros(n)
    rows, cols, vals = [], [], []
    for i in range(L):
        j = (i + distance) % L
        differ = ((states >> i) ^ (states >> j)) & 1
        diagonal += weights[i] * (0.25 - 0.5 * differ)
        source = np.nonzero(differ)[0]
        flipped = states[source] ^ ((1 << i) | (1 << j))
        rows.append(source)
        cols.append(np.searchsorted(states, flipped))
        vals.append(np.full(len(source), 0.5 * weights[i]))
    off = sp.csr_matrix((np.concatenate(vals),
                         (np.concatenate(rows), np.concatenate(cols))), shape=(n, n))
    return (off + sp.diags(diagonal)).tocsr()


@lru_cache(maxsize=None)
def operators(L, n_up):
    """Basis and operators; n_up = -1 means the full Hilbert space."""
    states = np.arange(1 << L, dtype=np.int64)
    if n_up >= 0:
        count = sum((states >> i) & 1 for i in range(L))
        states = states[count == n_up]
    sign = (-1.0) ** np.arange(L)
    first = exchange(states, L, 1, np.ones(L))
    second = exchange(states, L, 2, np.ones(L))
    dimer = exchange(states, L, 1, sign)
    staggered = sum(sign[i] * (((states >> i) & 1) - 0.5) for i in range(L))
    return states, first, second, dimer, sp.diags(staggered).tocsr()


def hamiltonian(L, n_up, j2, delta=0.0, h=0.0):
    _, first, second, dimer, staggered = operators(L, n_up)
    matrix = first + j2 * second
    if delta != 0:
        matrix = matrix + delta * dimer
    if h != 0:
        matrix = matrix - h * staggered
    return matrix.tocsr()


def lowest(matrix, k):
    start = np.random.default_rng(7).normal(size=matrix.shape[0])
    vals, vecs = eigsh(matrix, k=k, which='SA', v0=start, tol=1e-10)
    order = np.argsort(vals)
    return vals[order], vecs[:, order]


@lru_cache(maxsize=None)
def energy_and_gap(L, j2, delta, h):
    """Ground energy per site and gap to the lowest state with S^z = 1."""
    ground = lowest(hamiltonian(L, L // 2, j2, delta, h), 1)[0][0]
    excited = lowest(hamiltonian(L, L // 2 + 1, j2, delta, h), 1)[0][0]
    return ground / L, excited - ground


def ring_spectrum(L, j2):
    """Ground energy, triplet gap, singlet gap, velocity from the current state."""
    zero = lowest(hamiltonian(L, L // 2, j2), 3)[0]
    one, vectors = lowest(hamiltonian(L, L // 2 + 1, j2), 2)
    singlet = zero[1] + zero[2] - one[0]
    states = operators(L, L // 2 + 1)[0]
    moved = ((states << 1) & ((1 << L) - 1)) | (states >> (L - 1))
    shift = np.searchsorted(states, moved)
    cosines = [vectors[:, m] @ vectors[shift, m] for m in (0, 1)]
    assert abs(cosines[0] + 1) < 1e-5                       # momentum pi
    assert abs(cosines[1] - np.cos(2 * np.pi / L)) < 1e-5   # momentum 2 pi/L
    velocity = (one[1] - zero[0]) * L / (2 * np.pi)
    return zero[0], one[0] - zero[0], singlet - zero[0], velocity


def extrapolate(L1, f1, L2, f2):
    """Remove a 1/L^2 correction."""
    return (L2**2 * f2 - L1**2 * f1) / (L2**2 - L1**2)


# Critical J2: singlet and triplet levels cross when the marginal coupling vanishes
crossings = []
for L in (12, 16):
    splitting = []
    for j2 in (0.22, 0.26):
        _, triplet, singlet, _ = ring_spectrum(L, j2)
        splitting.append(singlet - triplet)
    crossings.append(0.22 + 0.04 * splitting[0] / (splitting[0] - splitting[1]))
j2c = float(extrapolate(12, crossings[0], 16, crossings[1]))
assert 0.22 < j2c < 0.26

# Scaling dimensions at the critical J2
s12, s16 = ring_spectrum(12, j2c), ring_spectrum(16, j2c)
v = extrapolate(12, s12[3], 16, s16[3])
x_triplet, x_singlet = [extrapolate(12, 12 * s12[m], 16, 16 * s16[m]) / (2 * np.pi * v)
                        for m in (1, 2)]
assert abs(x_triplet - 0.5) < 0.02 and abs(x_singlet - 0.5) < 0.02

# Pure Heisenberg chain: logarithmic shifts in the ratio 3 : -1 and their flow
p8, p12, p16 = [ring_spectrum(L, 0.0) for L in (8, 12, 16)]
v_pure = extrapolate(12, p12[3], 16, p16[3])
v_exact = np.pi / 2
assert abs(v_pure / v_exact - 1) < 0.04
xt_pure, xs_pure = [16 * p16[m] / (2 * np.pi * v_exact) for m in (1, 2)]
x_average = (3 * xt_pure + xs_pure) / 4
assert abs(x_average - 0.5) < 0.02
inverse_y = [1 / (4 * (0.5 - L * p[1] / (2 * np.pi * v_exact)))
             for L, p in ((8, p8), (16, p16))]
flow = (inverse_y[1] - inverse_y[0]) / np.log(2)
assert abs(flow - 1) < 0.25       # next order in y is about y/2, here above 10 percent

# Bulk energy of the critical chain; its finite-size term must give central charge 1
e12, e18 = energy_and_gap(12, j2c, 0.0, 0.0)[0], energy_and_gap(18, j2c, 0.0, 0.0)[0]
e_bulk = extrapolate(12, e12, 18, e18)
central_charge = (e_bulk - e18) * 18**2 * 6 / (np.pi * v)
assert abs(central_charge - 1) < 0.05

# Gap and energy exponents, amplitudes, and finite-size collapse in g L^(3/2)
results = {}
for name, unit in (("dimer", (1.0, 0.0)), ("staggered", (0.0, 1.0))):
    data = [energy_and_gap(18, j2c, g * unit[0], g * unit[1]) for g in (0.1, 0.2, 0.4)]
    gains = [e_bulk - d[0] for d in data]
    gaps = [d[1] for d in data]
    gap_power = np.log2(gaps[1] / gaps[0])
    raw_power = np.log2(gains[1] / gains[0])
    # 4*gain(g) - gain(2g) contains no g^2 term, so its growth shows the leading power
    without_regular = [4 * gains[m] - gains[m + 1] for m in (0, 1)]
    gain_power = np.log2(without_regular[1] / without_regular[0])
    # left over: finite-size errors and corrections of relative order g^(4/3)
    assert abs(gap_power - 2 / 3) < 0.06, (name, gaps, gap_power)
    assert abs(gain_power - 4 / 3) < 0.08, (name, gains, raw_power, gain_power)
    A = without_regular[0] / ((4 - 2 ** (4 / 3)) * 0.1 ** (4 / 3))
    R = (gains[0] - A * 0.1 ** (4 / 3)) / 0.1**2
    B = gaps[0] / 0.1 ** (2 / 3)
    excess = []
    for L in (12, 18):
        g = 0.05 * (12 / L) ** 1.5
        change = (energy_and_gap(L, j2c, g * unit[0], g * unit[1])[1]
                  - energy_and_gap(L, j2c, 0.0, 0.0)[1])
        excess.append(L * change)
    collapse = excess[1] / excess[0]
    assert abs(collapse - 1) < 0.1, (name, excess)
    results[name] = dict(gaps=gaps, gains=gains, gap_power=gap_power, raw_power=raw_power,
                         gain_power=gain_power, B=B, A=A, R=R, collapse=collapse,
                         ratio=A * v / B**2)
dim, stag = results["dimer"], results["staggered"]
# both amplitudes keep corrections from finite g and finite L
assert abs(dim["ratio"] / stag["ratio"] - 1) < 0.15, (dim, stag)

# Lattice dimerization: scaling formula against direct minimization
K = 2.0
K_effective = K - 2 * dim["R"]
delta0_bare = (4 * dim["A"] / (3 * K)) ** 1.5
delta0 = (4 * dim["A"] / (3 * K_effective)) ** 1.5


def total_energy(delta):
    ground = lowest(hamiltonian(16, 8, j2c, delta), 1)[0][0]
    return ground / 16 + 0.5 * K * delta**2


best = minimize_scalar(total_energy, bounds=(0.05, 0.3), method='bounded',
                       options={'xatol': 1e-3})
assert abs(delta0 / best.x - 1) < 0.15, (delta0, best.x)
net_gain = dim["A"] * delta0 ** (4 / 3) - 0.5 * K_effective * delta0**2
direct_gain = e_bulk - best.fun
peierls_gap = dim["B"] * delta0 ** (2 / 3)

# Staggered Dzyaloshinskii-Moriya term removed by alternating rotations: full spectra
sx = np.array([[0, 1], [1, 0]], complex) / 2
sy = np.array([[0, -1j], [1j, 0]]) / 2
sz = np.diag([0.5, -0.5]).astype(complex)
n_small = 6


def site(op, j):
    return np.kron(np.kron(np.eye(2**j), op), np.eye(2 ** (n_small - j - 1)))


X, Y, Z = [[site(op, j) for j in range(n_small)] for op in (sx, sy, sz)]
D_test, H_test = 0.4, 0.7
alpha_test = np.arctan(D_test)
original = np.zeros((2**n_small, 2**n_small), complex)
rotated = original.copy()
for j in range(n_small):
    k, s = (j + 1) % n_small, (-1) ** j
    original += X[j] @ X[k] + Y[j] @ Y[k] + Z[j] @ Z[k] - H_test * X[j]
    original += s * D_test * (X[j] @ Y[k] - Y[j] @ X[k])
    rotated += np.hypot(1, D_test) * (X[j] @ X[k] + Y[j] @ Y[k]) + Z[j] @ Z[k]
    rotated -= H_test * (np.cos(alpha_test / 2) * X[j] + s * np.sin(alpha_test / 2) * Y[j])
rotation_error = np.max(np.abs(np.linalg.eigvalsh(original) - np.linalg.eigvalsh(rotated)))
assert rotation_error < 1e-10, rotation_error

# A uniform field perpendicular to the staggered one leaves the lowest gap in place
states = operators(12, -1)[0]
flips = sum(sp.csr_matrix((np.full(len(states), 0.5), (states, states ^ (1 << i))),
                          shape=(len(states), len(states))) for i in range(12))
base = hamiltonian(12, -1, j2c, 0.0, 0.2)
uniform = 0.4
gap_without, gap_with = [np.diff(lowest((base - f * flips).tocsr(), 2)[0])[0]
                         for f in (0.0, uniform)]
assert abs(gap_with / gap_without - 1) < 0.1, (gap_without, gap_with)

# Powers of the logarithm from numerical integration of the coupled flow
log_powers = []
for spin_product in (-0.75, 0.25):        # S_L.S_R for dimer and staggered operators
    prefactors = []
    for log_inverse_g in (1e3, 1e5):
        def rhs(l, u, c=spin_product):
            return [u[0] ** 2, 1.5 - c * u[0]]

        def strong(l, u):
            return u[1]
        strong.terminal = True
        run = solve_ivp(rhs, (0, 2 * log_inverse_g), [-0.3, -log_inverse_g],
                        events=strong, method='DOP853', rtol=1e-10, atol=1e-10)
        prefactors.append(-run.t_events[0][0] + 2 * log_inverse_g / 3)
    log_powers.append((prefactors[1] - prefactors[0]) / np.log(100))
assert abs(log_powers[0] + 1 / 2) < 0.01, log_powers
assert abs(log_powers[1] - 1 / 6) < 0.01, log_powers

# Worked example in laboratory units
J_kelvin, D, g_factor = 20.0, 0.1, 2.0
mu_b = const.physical_constants['Bohr magneton'][0]
meV_per_K = const.k / const.e * 1e3
alpha = np.arctan(D)

print(f"critical J2/J                        {j2c:.4f}")
print(f"velocity v/J at critical J2          {v:.4f}")
print(f"x triplet, x singlet at critical J2  {x_triplet:.4f} {x_singlet:.4f}")
print(f"central charge                       {central_charge:.3f}")
print(f"bulk energy per site / J             {e_bulk:.5f}")
print(f"J2=0: v/J from rings, pi/2           {v_pure:.4f} {v_exact:.4f}")
print(f"J2=0, L=16: x triplet, x singlet     {xt_pure:.4f} {xs_pure:.4f}")
print(f"J2=0, L=16: (3 x_T + x_S)/4          {x_average:.4f}")
print(f"J2=0: change of 1/|y| per ln L       {flow:.3f}")
for name, r in results.items():
    print(f"{name}: gaps/J at g=0.1, 0.2, 0.4   " + " ".join(f"{q:.4f}" for q in r['gaps']))
    print(f"{name}: gains/J at g=0.1, 0.2, 0.4  " + " ".join(f"{q:.5f}" for q in r['gains']))
    print(f"{name}: gap power (g=0.1 to 0.2)    {r['gap_power']:.3f}")
    print(f"{name}: gain power, two-point raw   {r['raw_power']:.3f}")
    print(f"{name}: gain power, g^2 eliminated  {r['gain_power']:.3f}")
    print(f"{name}: amplitudes B, A, R          {r['B']:.3f} {r['A']:.3f} {r['R']:.3f}")
    print(f"{name}: collapse ratio L=18/L=12    {r['collapse']:.3f}")
    print(f"{name}: A*v/(J*B^2)                 {r['ratio']:.4f}")
print(f"log powers of gap: dimer, staggered  {log_powers[0]:.4f} {log_powers[1]:.4f}")
print(f"elastic constant K/J, K'/J           {K:.1f} {K_effective:.3f}")
print(f"delta0 with bare K (no g^2 term)     {delta0_bare:.4f}")
print(f"delta0 with K', direct L=16          {delta0:.4f} {best.x:.4f}")
print(f"net gain/J: scaling with K', direct  {net_gain:.5f} {direct_gain:.5f}")
print(f"gap at delta0 / J                    {peierls_gap:.4f}")
print(f"J/k_B                                {J_kelvin:.1f} K")
print(f"gap at delta0                        {peierls_gap * J_kelvin:.2f} K"
      f" = {peierls_gap * J_kelvin * meV_per_K:.3f} meV")
print(f"rotation test: largest level error/J {rotation_error:.1e}")
print(f"L=12, h/J=0.2: gap/J at H/J=0, {uniform:.1f}   {gap_without:.4f} {gap_with:.4f}")
print(f"D/J, g-factor                        {D:.2f} {g_factor:.1f}")
print(f"sin(alpha/2), D/(2J)                 {np.sin(alpha / 2):.5f} {D / 2:.5f}")
for tesla in (5.0, 10.0):
    H = g_factor * mu_b * tesla / const.k / J_kelvin
    h = H * np.sin(alpha / 2)
    gap = stag["B"] * h ** (2 / 3)
    print(f"field {tesla:.0f} T: H/J, h/J, gap/J          {H:.4f} {h:.5f} {gap:.4f}")
    print(f"field {tesla:.0f} T: gap                      {gap * J_kelvin:.2f} K"
          f" = {gap * J_kelvin * meV_per_K:.3f} meV")
print(f"gap factor on doubling the field     {2 ** (2 / 3):.3f}")
print("success")
```

It prints:

```
critical J2/J                        0.2407
velocity v/J at critical J2          1.1748
x triplet, x singlet at critical J2  0.4998 0.5007
central charge                       1.005
bulk energy per site / J             -0.40202
J2=0: v/J from rings, pi/2           1.5936 1.5708
J2=0, L=16: x triplet, x singlet     0.4380 0.7226
J2=0, L=16: (3 x_T + x_S)/4          0.5092
J2=0: change of 1/|y| per ln L       1.094
dimer: gaps/J at g=0.1, 0.2, 0.4   0.4664 0.7410 1.1953
dimer: gains/J at g=0.1, 0.2, 0.4  0.02278 0.05376 0.12358
dimer: gap power (g=0.1 to 0.2)    0.668
dimer: gain power, two-point raw   1.239
dimer: gain power, g^2 eliminated  1.292
dimer: amplitudes B, A, R          2.165 0.544 -0.246
dimer: collapse ratio L=18/L=12    1.002
dimer: A*v/(J*B^2)                 0.1363
staggered: gaps/J at g=0.1, 0.2, 0.4   0.4244 0.6626 1.0440
staggered: gains/J at g=0.1, 0.2, 0.4  0.02026 0.04957 0.11979
staggered: gap power (g=0.1 to 0.2)    0.642
staggered: gain power, two-point raw   1.291
staggered: gain power, g^2 eliminated  1.318
staggered: amplitudes B, A, R          1.970 0.458 -0.101
staggered: collapse ratio L=18/L=12    1.007
staggered: A*v/(J*B^2)                 0.1387
log powers of gap: dimer, staggered  -0.4990 0.1665
elastic constant K/J, K'/J           2.0 2.491
delta0 with bare K (no g^2 term)     0.2182
delta0 with K', direct L=16          0.1570 0.1569
net gain/J: scaling with K', direct  0.01534 0.01529
gap at delta0 / J                    0.6300
J/k_B                                20.0 K
gap at delta0                        12.60 K = 1.086 meV
rotation test: largest level error/J 8.0e-15
L=12, h/J=0.2: gap/J at H/J=0, 0.4   0.6701 0.6522
D/J, g-factor                        0.10 2.0
sin(alpha/2), D/(2J)                 0.04981 0.05000
field 5 T: H/J, h/J, gap/J          0.3359 0.01673 0.1289
field 5 T: gap                      2.58 K = 0.222 meV
field 10 T: H/J, h/J, gap/J          0.6717 0.03346 0.2046
field 10 T: gap                      4.09 K = 0.353 meV
gap factor on doubling the field     1.587
success
```
